# Negative differential resistance from carrier balance in a threshold switch, part 1

(Sections cited here and not found follow in the second part.)

## I. The steady field as a function of carrier density

### What has to be prescribed

A simulation of a threshold-switching film has to settle one question before its first solve: which quantity is prescribed, and which are found from it? If the field is prescribed, the carrier balance below may have two steady densities, or none, and an iterative solver may land on either of the two or fail to converge. If the density is prescribed, the balance gives at most one field. The whole steady curve, including the part that a voltage sweep jumps over, can then be computed point by point without any search for a branch.

The reason is that the steady field $F$ first rises and then falls as the mobile carrier density $n$ grows. Three processes produce this shape together: a constant background generation, a multiplication that grows with field, and a recombination that saturates. The falling part gives negative differential resistance, provided that the current still rises along it. That proviso is a separate condition on the multiplication law, and it is derived in the second half.

SI units are used, since the quantities are those of a device.

### The rate model

The film is uniform, and so is the field in it. The magnitude of the field is written $F$, so $F \ge 0$. Temperature and mobility are fixed. One type of mobile carrier, here called the electron, carries the current. Contacts are assumed to supply and remove current without changing the density inside the film.

Electrons are created in two ways. Background generation, thermal or optical, adds $G$ electrons per volume and time, whatever the field. Multiplication adds $g(F) n$: each mobile electron creates others at the rate $g(F)$. The function $g$ is zero at zero field and rises strictly and smoothly with $F$. The states from which new electrons are drawn are taken to be so numerous that they are not exhausted.

Electrons are lost to traps of density $N_t$. Let $m$ be the density of filled traps. An electron is captured at a rate proportional to the density of empty traps, with capture coefficient $c$. A filled trap is emptied by recombination with a localized hole after a mean time $\tau$, which is taken as constant. The two densities therefore obey

$$ \frac{dn}{dt} = G + g(F) n - c n (N_t - m) , $$

$$ \frac{dm}{dt} = c n (N_t - m) - \frac{m}{\tau} . $$

The capture term appears with opposite signs because each captured electron leaves the mobile population and fills one trap. The last term does not return the electron to the mobile population, because it describes completed recombination. Thermal release from the trap is left out.

### Why the recombination saturates

In a steady state the second equation gives $c n (N_t - m) = m / \tau$. Multiply by $\tau$ and collect the terms in $m$:

$$ c \tau n N_t = m (1 + c \tau n ) . $$

It is convenient to define

$$ r = c N_t , \qquad n_s = \frac{1}{c \tau} , \qquad x = \frac{n}{n_s} . $$

Here $r$ is the capture rate of one electron when all traps are empty, and $n_s$ is the density at which half of the traps are filled. Since $c \tau n = x$, the filled density is

$$ m = N_t \frac{x}{1 + x} . $$

The recombination rate per volume is $R = m / \tau$. From the definitions, $r n_s = c N_t / (c \tau) = N_t / \tau$, so

$$ R = r n_s \frac{x}{1 + x} = \frac{r n}{1 + n / n_s} . $$

At low density $R$ is close to $r n$: each electron is lost at the same rate $r$. At high density $R$ approaches $N_t / \tau$, since nearly all traps are full and each one must empty before it can capture again. The total loss still grows with $n$, but the loss per electron, $R / n$, falls. This fall is what will let the field drop.

### The required multiplication rate

With $m$ at its steady value, the electron equation becomes $G + g(F) n = R$. Divide by $n$ and solve for the multiplication rate:

$$ g(F) = h(n) , \qquad h(n) = \frac{r}{1 + x} - \frac{G}{n} . $$

The function $h$ is the rate at which each electron must multiply to keep the density steady. It is the loss per electron minus the part that the background already replaces. Measure the background against the largest possible recombination rate,

$$ \varepsilon = \frac{G}{r n_s} = \frac{G \tau}{N_t} . $$

Then $G / n = \varepsilon r n_s / (n_s x) = \varepsilon r / x$, and over a common denominator

$$ \frac{h}{r} = \frac{1}{1 + x} - \frac{\varepsilon}{x} = \frac{(1 - \varepsilon) x - \varepsilon}{x (1 + x)} . $$

Since $g$ cannot be negative, neither can $h$. If $\varepsilon \ge 1$, the numerator is negative for every positive $x$, and there is no steady state. The background then creates electrons at least as fast as full traps could remove them, and the density grows without limit in this model.

From here on $0 < \varepsilon < 1$. The numerator is zero at

$$ x_d = \frac{\varepsilon}{1 - \varepsilon} , $$

and positive above it. This is the dark density, the steady density at zero field. The steady curve starts there and extends to all higher densities for which $g$ can reach $h$.

### The single maximum

Differentiate $h / r$ with respect to $x$:

$$ \frac{1}{r} \frac{dh}{dx} = \frac{\varepsilon}{x^2} - \frac{1}{(1 + x)^2} . $$

The first term is positive because the background is shared among more electrons as $x$ grows, so multiplication must supply more for each. The second is negative because the traps fill. The derivative is positive when $x / (1 + x) < \sqrt{\varepsilon}$ and negative when the inequality is reversed. The ratio $x / (1 + x)$ rises steadily from 0 to 1, so it passes $\sqrt{\varepsilon}$ once. Hence $h$ has one maximum, at

$$ x_{th} = \frac{\sqrt{\varepsilon}}{1 - \sqrt{\varepsilon}} . $$

It lies above the dark density. Indeed $1 - \varepsilon = (1 - \sqrt{\varepsilon})(1 + \sqrt{\varepsilon})$ gives $x_d = x_{th} \sqrt{\varepsilon} / (1 + \sqrt{\varepsilon})$, which is less than $x_{th}$.

For the height, note that $1 + x_{th} = 1 / (1 - \sqrt{\varepsilon})$. The two terms of $h / r$ are then $1 - \sqrt{\varepsilon}$ and $\varepsilon / x_{th} = \sqrt{\varepsilon} (1 - \sqrt{\varepsilon})$. Their difference is

$$ \frac{h_{max}}{r} = (1 - \sqrt{\varepsilon})^2 . $$

Setting $g(F_{th}) = h_{max}$ and taking the positive square root gives the threshold condition

$$ \sqrt{\frac{g(F_{th})}{r}} + \sqrt{\varepsilon} = 1 . $$

The number $\sqrt{\varepsilon}$ has a direct meaning at this point. It is the filled fraction of the traps, $x_{th} / (1 + x_{th})$. It is also the share of the background in the total generation, $G / R = \varepsilon (1 + x_{th}) / x_{th}$. With a weak background, the turn therefore comes while most traps are still empty.

### From the required rate to the field

Differentiate $g(F) = h(n)$ along the steady curve:

$$ \frac{dF}{dn} = \frac{1}{g'(F)} \frac{dh}{dn} . $$

Because $g'(F) > 0$, the field rises where $h$ rises and falls where $h$ falls. It starts at zero at the dark density, reaches $F_{th}$ at $n_{th} = n_s x_{th}$, and then decreases.

This needs $g$ to be able to reach $h_{max}$. If $g$ is bounded and stays below $h_{max}$ at all fields, densities around $n_{th}$ have no steady field at all. A low-density steady state then survives at every field, and there is no finite threshold.

A convenient law is $g = g_0 \exp (-F_0 / F)$, with prefactor $g_0$ and characteristic field $F_0$. Taking the logarithm of $g = h$ gives

$$ F(n) = \frac{F_0}{\ln [ g_0 / h(n) ]} , \qquad F_{th} = \frac{F_0}{\ln [ g_0 / h_{max} ]} , $$

and the threshold is finite when $g_0 > h_{max}$.

### Two densities at one field

The same threshold appears when the field is prescribed. Let $\gamma = g(F) / r$. The balance is $\varepsilon + \gamma x = x / (1 + x)$. Multiplying by $1 + x$ and collecting powers gives

$$ \gamma x^2 + (\gamma + \varepsilon - 1) x + \varepsilon = 0 . $$

With $b = 1 - \gamma - \varepsilon$, the discriminant is $\Delta = b^2 - 4 \gamma \varepsilon$. The roots have the positive product $\varepsilon / \gamma$ and the sum $b / \gamma$. They are real and positive when $b \ge 2 \sqrt{\gamma \varepsilon}$, which is the same as $(\sqrt{\gamma} + \sqrt{\varepsilon})^2 \le 1$. At a nonzero field below threshold there are two steady densities; at threshold they merge; above it there are none.

If the roots are needed numerically, the larger is $x_+ = (b + \sqrt{\Delta}) / (2 \gamma)$. The smaller follows from the product as $x_- = 2 \varepsilon / (b + \sqrt{\Delta})$, which avoids subtracting two nearly equal numbers.

### What each ingredient does

Without background generation, $\varepsilon = 0$ and $h = r / (1 + x)$. For every positive density the field falls as $n$ grows, so the rising part is gone. The state $n = 0$ also satisfies the balance, at any field.

Without saturation, $\tau \to 0$ at fixed $c$ and $G$, so $n_s \to \infty$ and $h = r - G / n$. This rises towards $r$ and does not turn. The field levels off where $g = r$, and there is no falling branch. In this model the rise comes from the background and the fall from the filling of the traps.

A stronger background lowers the threshold. With $r$ and $n_s$ fixed, the logarithmic derivative of $h_{max}$ is

$$ \frac{d \ln h_{max}}{d \ln G} = - \frac{\sqrt{\varepsilon}}{1 - \sqrt{\varepsilon}} = - x_{th} . $$

The effect on the field is this number divided by the steepness $d \ln g / d \ln F$. It is small when $\varepsilon$ is small.

### Numbers for the threshold

The parameters are round model values and describe no particular material: $c = 10^{-14}$ m³/s, $N_t = 10^{24}$ m⁻³, $\tau = 10^{-9}$ s, $G = 10^{29}$ m⁻³ s⁻¹, $g_0 = 10^{11}$ s⁻¹ and $F_0 = 10^8$ V/m. They give $r = 10^{10}$ s⁻¹, $n_s = 10^{23}$ m⁻³ and $r n_s = 10^{33}$ m⁻³ s⁻¹. Hence $\varepsilon = 10^{-4}$ and $\sqrt{\varepsilon} = 0.01$.

The dark density is $1.0 \times 10^{19}$ m⁻³. The threshold density is $10^{23} \times 0.01 / 0.99 = 1.01 \times 10^{21}$ m⁻³, a hundred times larger. The required rate there is $10^{10} \times 0.99^2 = 9.80 \times 10^9$ s⁻¹. The threshold field is

$$ F_{th} = \frac{10^8}{\ln (10^{11} / 9.80 \times 10^9)} = \frac{10^8}{2.323} = 4.31 \times 10^7 \ \text{V/m} , $$

or 2.15 V across a film 50 nm thick. With the mobility used in the second half, $10^{-5}$ m²/(V s), an electron drifts across this film in about 0.12 ns. The value therefore relies on the assumption that the contacts resupply the density of the interior. Suppose instead that a contact supplies only the dark density. At the threshold field, multiplication nearly balances capture by the empty traps, and background generation adds only about $1.2 \times 10^{19}$ m⁻³ during one transit. The density then roughly doubles across the film and stays far below its threshold value during the first nanoseconds. Over microseconds the charge of the localized holes left behind would change the field, which this model does not treat.

If $G$ is raised a hundredfold, $\sqrt{\varepsilon}$ becomes 0.1. The threshold density rises to $1.11 \times 10^{22}$ m⁻³, while the threshold field falls to $3.98 \times 10^7$ V/m, about 8% below its former value.

## II. Differential resistance, stability and use in a circuit

### Symbols and results carried over

The mobile density is $n$, the filled-trap density $m$, the trap density $N_t$, the capture coefficient $c$ and the trap emptying time $\tau$. Background generation is $G$, and multiplication adds $g(F) n$, with $g$ rising strictly with field $F$. The combinations are $r = c N_t$, $n_s = 1 / (c \tau)$, $x = n / n_s$ and $\varepsilon = G / (r n_s)$, with $0 < \varepsilon < 1$. A steady state requires $g(F) = h(n)$, where

$$ \frac{h}{r} = \frac{1}{1 + x} - \frac{\varepsilon}{x} = \frac{(1 - \varepsilon) x - \varepsilon}{x (1 + x)} . $$

The field rises from zero at $x_d = \varepsilon / (1 - \varepsilon)$ to one maximum $F_{th}$ at $x_{th} = \sqrt{\varepsilon} / (1 - \sqrt{\varepsilon})$, and then falls.

### When a falling field means negative differential resistance

The current density is $J = \sigma F$, with conductivity $\sigma = e \mu n$, elementary charge $e$ and constant mobility $\mu$. Differential resistance concerns $F$ as a function of $J$, not of $n$. So the change of $J$ along the curve is needed too.

Two logarithmic slopes describe it:

$$ \eta = \frac{d \ln h}{d \ln n} , \qquad \kappa = \frac{d \ln g}{d \ln F} > 0 . $$

Since $g = h$ along the curve, $\kappa \, d \ln F = \eta \, d \ln n$, and therefore

$$ \frac{d \ln F}{d \ln n} = \frac{\eta}{\kappa} , \qquad \frac{d \ln J}{d \ln n} = 1 + \frac{\eta}{\kappa} . $$

The second relation has the extra 1 because $J$ is proportional to $n F$. Dividing $dF = F (\eta / \kappa) \, d \ln n$ by $dJ = J (1 + \eta / \kappa) \, d \ln n$, and using $F / J = 1 / \sigma$, gives

$$ \frac{dF}{dJ} = \frac{1}{\sigma} \, \frac{\eta}{\kappa + \eta} . $$

This is the differential resistivity. On the falling branch $\eta < 0$, so it is negative when $\kappa + \eta > 0$. Just beyond the maximum $\eta$ is close to zero, so the condition holds there for any finite positive $\kappa$. Negative differential resistance thus begins at the threshold itself.

For the rest of the branch, take the logarithm of the fraction for $h / r$ and differentiate:

$$ \eta = \frac{(1 - \varepsilon) x}{(1 - \varepsilon) x - \varepsilon} - 1 - \frac{x}{1 + x} = \frac{\varepsilon}{(1 - \varepsilon) x - \varepsilon} - \frac{x}{1 + x} . $$

Above the dark density the first term is positive, and the second subtracts less than 1. Hence $\eta > -1$ everywhere. If $\kappa \ge 1$ along the curve, then $\kappa + \eta > 0$, and the current rises with density throughout. The field is then a single-valued function of the current, and the whole falling branch has negative differential resistance. This is an S-type characteristic.

For $g = g_0 \exp (-F_0 / F)$, differentiation gives $\kappa = F_0 / F$. This is smallest at the largest field, so $F_{th} \le F_0$ is enough for the whole branch.

The condition can fail. Take $g = r \sqrt{F / F_0}$, for which $\kappa = 1/2$. At high density $h \approx r (1 - \varepsilon) / x$, so $\eta \to -1$. Then $F$ falls as $n^{-2}$ and $J$ as $n^{-1}$. Both fall together, and the differential resistivity tends to $+2 / \sigma$. A field that decreases with density is not by itself proof of negative differential resistance.

The steady field has been found as a function of carrier density: it rises to a single maximum and then falls, and the falling branch has negative differential resistance where $\kappa + \eta > 0$. What remains is to determine which of these states are stable in a circuit and across the film's area, and to work through a numerical example, heating and the model's limits.
